# Bloch–Siegert Hamiltonian and ground-state photons of the quantum Rabi model, part 1

(Sections cited here and not found follow in the second part.)

## I. Removing the counter-rotating coupling

### What symmetry and dimensions fix

A two-level system with transition energy $\omega_0$ is coupled to one field mode of energy $\omega$ by the quantum Rabi Hamiltonian

$$H=\omega a^\dagger a+\frac{\omega_0}{2}\sigma_z+g\,\sigma_x(a+a^\dagger).\tag{1}$$

Here $\hbar=1$, so that $\omega$, $\omega_0$ and the real coupling $g$ are all energies. Because $\sigma_z\sigma_x\sigma_z=-\sigma_x$, while $\sigma_z$ commutes with the other operators in (1),

$$\sigma_zH(g)\sigma_z=H(-g).\tag{2}$$

The operator $\sigma_z$ is unitary and commutes with $a^\dagger a$. The ground-state energy and the ground-state photon number are therefore even functions of $g$. At $g=0$ the ground state contains no photon, so the photon number can start only at order $g^2$. Being dimensionless, it must be $g^2$ divided by the square of an energy. The energy shift must be $g^2$ divided by an energy.

Dimensions alone would still allow any function of $\omega_0/\omega$. The coupling settles which energy appears. Let $|\mathrm g,n\rangle$ and $|\mathrm e,n\rangle$ be the states with $n$ photons and the two-level system in its lower or upper state; the letter in the ket is a label, not the coupling. Acting on the uncoupled ground state, the interaction gives one state:

$$g\,\sigma_x(a+a^\dagger)|\mathrm g,0\rangle=g|\mathrm e,1\rangle .\tag{3}$$

This state lies higher by

$$D=\omega+\omega_0 .\tag{4}$$

First-order perturbation theory for the state gives it the amplitude $-g/D$, hence the probability $g^2/D^2$. Second-order perturbation theory for the energy gives $-g^2/D$. The sum of the two frequencies appears because a photon and an excitation are created together.

This argument concerns the ground state. The theorem below extends it to an effective Hamiltonian for all states with few photons.

### The two parts of the coupling

Let $\sigma_+=|\mathrm e\rangle\langle\mathrm g|$ and $\sigma_-=|\mathrm g\rangle\langle\mathrm e|$, so that $\sigma_x=\sigma_++\sigma_-$. Write $H=H_0+V_r+V_c$, with

$$H_0=\omega a^\dagger a+\frac{\omega_0}{2}\sigma_z,\tag{5}$$

$$V_r=g(a\sigma_++a^\dagger\sigma_-),\qquad V_c=g(a\sigma_-+a^\dagger\sigma_+).\tag{6}$$

The rotating part $V_r$ exchanges a photon for an excitation. It conserves the excitation number

$$\mathcal N=a^\dagger a+\sigma_+\sigma_- .$$

The counter-rotating part $V_c$ changes $\mathcal N$ by $\pm2$. The states linked by $V_r$ differ in unperturbed energy by $|\omega-\omega_0|$, which may vanish. Those linked by $V_c$ differ by $D$, which cannot vanish for positive frequencies. This is why $V_c$ can be removed perturbatively on resonance, whereas $V_r$ must be kept.

### Theorem

Let $\omega>0$ and $\omega_0>0$ be fixed and let $g\to0$. Define

$$\Lambda=\frac gD,\qquad \mu=g\Lambda=\frac{g^2}{D},\qquad \xi=\frac{\mu}{2\omega},\tag{7}$$

$$S_1=\Lambda(a^\dagger\sigma_+-a\sigma_-),\qquad S_2=\xi\sigma_z(a^{\dagger2}-a^2).\tag{8}$$

**(a)** The transformed Hamiltonian is

$$e^{S_2}e^{S_1}He^{-S_1}e^{-S_2}=H_{\rm BS}+R,\tag{9}$$

with the Bloch–Siegert Hamiltonian

$$H_{\rm BS}=(\omega+\mu\sigma_z)a^\dagger a+\frac{\omega_0+\mu}{2}\sigma_z-\frac{\mu}{2}+g(a\sigma_++a^\dagger\sigma_-).\tag{10}$$

Every matrix element of $R$ between fixed states $|\mathrm e,n\rangle$, $|\mathrm g,n\rangle$ is $O(g^3)$.

**(b)** The ground-state energy of the Rabi model is

$$E_0=-\frac{\omega_0}{2}-\frac{g^2}{\omega+\omega_0}+O(g^4).\tag{11}$$

**(c)** In the ground state $|G\rangle$ of the Rabi model,

$$\langle G|a^\dagger a|G\rangle=\frac{g^2}{(\omega+\omega_0)^2}+O(g^4).\tag{12}$$

The operator $a^\dagger a$ in (12) is the original photon number of (1), not the operator denoted by the same symbols after the change of frame. Part (a) is proved in this half, parts (b) and (c) in the next.

Both generators are anti-Hermitian: $(a^\dagger\sigma_+)^\dagger=a\sigma_-$ gives $S_1^\dagger=-S_1$, and exchanging $a^2$ and $a^{\dagger2}$ gives $S_2^\dagger=-S_2$. Their exponentials are therefore unitary.

### Lemma 1: expansion of a transformed operator

For a generator $S$ and an operator $X$,

$$e^SXe^{-S}=X+[S,X]+\frac12[S,[S,X]]+\cdots .\tag{13}$$

**Proof.** Let $F(t)=e^{tS}Xe^{-tS}$. Differentiating both exponentials gives $F'(t)=SF(t)-F(t)S=[S,F(t)]$. Hence $F(0)=X$, $F'(0)=[S,X]$ and $F''(0)=[S,[S,X]]$. The Taylor series of $F$ about $t=0$, evaluated at $t=1$, is (13). ∎

The operators here are unbounded, so (13) is used between fixed number states, where powers of $g$ are compared. The generator $S_1$ joins each $|\mathrm g,n\rangle$ to the single state $|\mathrm e,n+1\rangle$, and its exponential is an ordinary rotation in that pair. For $S_2$, each application changes the photon number by two and multiplies the norm by at most a factor that grows linearly with the photon number. The factorial in the exponential series compensates this growth when $\xi$ is small.

### Lemma 2: the first generator cancels the counter-rotating coupling

The generator $S_1$ satisfies

$$[S_1,H_0]=-V_c .\tag{14}$$

**Proof.** From $[a,a^\dagger]=1$ follow

$$[a^\dagger,a^\dagger a]=-a^\dagger,\qquad [a,a^\dagger a]=a .$$

For the two-level system, $\sigma_z\sigma_+=\sigma_+$ and $\sigma_+\sigma_z=-\sigma_+$, so $[\sigma_+,\sigma_z]=-2\sigma_+$. Taking the adjoint gives $[\sigma_-,\sigma_z]=2\sigma_-$. Therefore

$$[a^\dagger\sigma_+,H_0]=-\omega a^\dagger\sigma_+-\omega_0a^\dagger\sigma_+=-D\,a^\dagger\sigma_+,$$

$$[a\sigma_-,H_0]=\omega a\sigma_-+\omega_0a\sigma_-=D\,a\sigma_- .$$

Subtract the second line from the first and multiply by $\Lambda$:

$$[S_1,H_0]=-\Lambda D(a^\dagger\sigma_++a\sigma_-)=-g(a^\dagger\sigma_++a\sigma_-)=-V_c .$$

The last step uses $\Lambda D=g$. ∎

### Lemma 3: the second-order commutators

The two commutators needed at second order are

$$\frac12[S_1,V_c]=\mu\left[\sigma_z\left(a^\dagger a+\frac12\right)-\frac12\right],\tag{15}$$

$$[S_1,V_r]=\mu\,\sigma_z(a^2+a^{\dagger2}).\tag{16}$$

**Proof of (15).** Put $A=a^\dagger\sigma_+$ and $B=a\sigma_-$. Then $S_1=\Lambda(A-B)$ and $V_c=g(A+B)$, so

$$[S_1,V_c]=g\Lambda\big([A,B]-[B,A]\big)=2\mu[A,B].$$

The field and two-level operators commute with each other. Hence

$$[A,B]=a^\dagger a\,\sigma_+\sigma_--aa^\dagger\sigma_-\sigma_+.$$

Insert $aa^\dagger=a^\dagger a+1$ and collect the terms containing $a^\dagger a$:

$$[A,B]=a^\dagger a(\sigma_+\sigma_--\sigma_-\sigma_+)-\sigma_-\sigma_+ .$$

The difference in parentheses is $\sigma_z$. The last operator projects on the lower state, $\sigma_-\sigma_+=(1-\sigma_z)/2$. Thus

$$[A,B]=\sigma_za^\dagger a+\frac{\sigma_z}{2}-\frac12 .$$

Multiplication by $\mu$, which is half of $2\mu$, gives (15).

**Proof of (16).** Expand the commutator into four pieces:

$$[S_1,V_r]=\mu\Big([a^\dagger\sigma_+,a\sigma_+]+[a^\dagger\sigma_+,a^\dagger\sigma_-]-[a\sigma_-,a\sigma_+]-[a\sigma_-,a^\dagger\sigma_-]\Big).$$

The first piece vanishes because $\sigma_+^2=0$, and the fourth because $\sigma_-^2=0$. The second is $a^{\dagger2}(\sigma_+\sigma_--\sigma_-\sigma_+)=a^{\dagger2}\sigma_z$. The third, with its sign, is $-a^2(\sigma_-\sigma_+-\sigma_+\sigma_-)=a^2\sigma_z$. Their sum gives (16). ∎

### Lemma 4: the second generator cancels the two-photon term

The generator $S_2$ satisfies

$$[S_2,H_0]=-\mu\sigma_z(a^2+a^{\dagger2}).\tag{17}$$

**Proof.** The product rule for commutators gives $[a^{\dagger2},a^\dagger a]=-2a^{\dagger2}$ and $[a^2,a^\dagger a]=2a^2$. The factor $\sigma_z$ in $S_2$ commutes with $H_0$. Hence

$$[S_2,H_0]=\xi\omega\sigma_z(-2a^{\dagger2}-2a^2)=-2\omega\xi\sigma_z(a^2+a^{\dagger2}).$$

Equation (7) gives $2\omega\xi=\mu$. ∎

### Proof of part (a)

The generator $S_1$ is of first order in $g$. Apply (13) to each part of $H$ and keep terms through second order:

$$e^{S_1}He^{-S_1}=H_0+V_r+V_c+[S_1,H_0]+[S_1,V_r]+[S_1,V_c]+\frac12[S_1,[S_1,H_0]]+O(g^3).$$

By Lemma 2, $V_c+[S_1,H_0]=0$. The same lemma turns the double commutator into $-\tfrac12[S_1,V_c]$, which cancels half of the preceding term:

$$e^{S_1}He^{-S_1}=H_0+V_r+[S_1,V_r]+\frac12[S_1,V_c]+O(g^3).\tag{18}$$

Now apply $S_2$, which is already of second order. Its commutator with $H_0$ is of second order, while its commutator with $V_r$ is of third order. By Lemma 4, the former cancels $[S_1,V_r]$. What remains is

$$H_0+V_r+\mu\left[\sigma_z\left(a^\dagger a+\frac12\right)-\frac12\right]+O(g^3).\tag{19}$$

Grouping the terms with $a^\dagger a$ and those with $\sigma_z$ alone gives (10). ∎

### Remark 1: where the shift sits

Apart from $V_r$, the energy needed to excite the two-level system in (10) at fixed photon number $n$ is

$$\omega_0+(2n+1)\mu .\tag{20}$$

The term $2n\mu$ comes from $\mu\sigma_za^\dagger a$, the term $\mu$ from $\mu\sigma_z/2$. The statement that the shift is $g^2/(\omega+\omega_0)$ thus refers to zero photons. Seen from the field, the same interaction changes the mode energy to $\omega+\mu$ when the two-level system is excited and to $\omega-\mu$ when it is not.

The signs follow from level repulsion. The state $|\mathrm e,n\rangle$ is coupled by $V_c$ to $|\mathrm g,n-1\rangle$, which lies lower by $D$, with matrix element $g\sqrt n$. It is pushed up by $g^2n/D=n\mu$. The state $|\mathrm g,n\rangle$ is coupled to $|\mathrm e,n+1\rangle$, which lies higher by $D$, with matrix element $g\sqrt{n+1}$. It is pushed down by $(n+1)\mu$. The difference is $(2n+1)\mu$, in agreement with (20).

### Remark 2: the role of the second generator

If $S_2$ is omitted, the two-photon term (16) remains, with matrix elements of order $g^2$. A numerical test with unequal frequencies and at most five photons confirms the distinction. As $g$ is halved, the operator remainder falls with exponent 3.000 when both generators are used, and with exponent 2.000 when $S_2$ is omitted.

For energies the omission is less serious. The two-photon term links states about $2\omega$ apart, so away from multiphoton resonances it changes low energies at order $\mu^2/\omega$, which is $O(g^4)$. Near $\omega_0=3\omega$ it combines with $V_r$ to link the nearly degenerate states $|\mathrm e,0\rangle$ and $|\mathrm g,3\rangle$, and it opens a gap of order $g^3$ between them. It does matter for the ground-state vector, where it produces a two-photon component of order $g^2$.

### Remark 3: limits of the statement

The rotation made by $S_1$ between $|\mathrm g,n\rangle$ and $|\mathrm e,n+1\rangle$ has the angle $\Lambda\sqrt{n+1}$. The two-photon amplitudes made by $S_2$ are of size $\xi n$ for large $n$. Both must be small. At fixed $g$ the approximation therefore fails when the photon number is large enough, and $H_{\rm BS}$ should not be used for the whole unbounded ladder.

The Hamiltonian (1) is taken as given. Suppose that a diamagnetic term $\kappa(a+a^\dagger)^2$ is present with $\kappa=O(g^2)$. Its diagonal part is $\kappa(2n+1)$, of the same order as $\mu$, so the energies in (10) would need correction. It also creates a two-photon amplitude of order $\kappa/\omega$ in the ground state, which changes the photon number at order $g^4$.

## II. Ground state, spectrum and range of validity

### Symbols and results carried over

The Rabi Hamiltonian is $H=\omega a^\dagger a+(\omega_0/2)\sigma_z+g\sigma_x(a+a^\dagger)$, with $\hbar=1$. Its states $|\mathrm g,n\rangle$ and $|\mathrm e,n\rangle$ have $n$ photons and the two-level system in the lower or upper state. The abbreviations are

$$D=\omega+\omega_0,\quad \Lambda=\frac gD,\quad \mu=\frac{g^2}{D},\quad \xi=\frac{\mu}{2\omega}.$$

The generators $S_1=\Lambda(a^\dagger\sigma_+-a\sigma_-)$ and $S_2=\xi\sigma_z(a^{\dagger2}-a^2)$ transform $H$ into $H_{\rm BS}+R$, where $R=O(g^3)$ between fixed number states and $H_{\rm BS}$ is given by (10). The rotating coupling is $V_r=g(a\sigma_++a^\dagger\sigma_-)$, and the counter-rotating coupling is $V_c=g(a\sigma_-+a^\dagger\sigma_+)$.

### Lemma 5: levels of the Bloch–Siegert Hamiltonian

The state $|\mathrm g,0\rangle$ is an eigenstate of $H_{\rm BS}$ with energy $-\omega_0/2-\mu$. For $n\ge1$ the other levels are

$$E_\pm(n)=\left(n-\frac12\right)\omega-\mu\pm\frac12\sqrt{(\omega_0-\omega+2n\mu)^2+4g^2n}.\tag{21}$$

**Proof.** $V_r$ annihilates $|\mathrm g,0\rangle$: there is no photon to absorb and no excitation to give up. The diagonal terms give

$$-\frac{\omega_0+\mu}{2}-\frac\mu2=-\frac{\omega_0}{2}-\mu .$$

Every other state belongs to a pair $|\mathrm e,n-1\rangle$, $|\mathrm g,n\rangle$, because $V_r$ conserves the excitation number. The diagonal elements are

$$h_{\mathrm e}=(\omega+\mu)(n-1)+\frac{\omega_0+\mu}{2}-\frac\mu2=(n-1)\omega+\frac{\omega_0}{2}+(n-1)\mu,$$

$$h_{\mathrm g}=(\omega-\mu)n-\frac{\omega_0+\mu}{2}-\frac\mu2=n\omega-\frac{\omega_0}{2}-(n+1)\mu .$$

The off-diagonal element is $g\sqrt n$, since $a|n\rangle=\sqrt n|n-1\rangle$. The mean of the diagonal elements is $(n-\tfrac12)\omega-\mu$, and their difference is $h_{\mathrm e}-h_{\mathrm g}=\omega_0-\omega+2n\mu$. The eigenvalues of a real symmetric $2\times2$ matrix are the mean plus or minus half the root of the squared difference plus four times the squared off-diagonal element. This is (21). ∎

This part has derived the Bloch–Siegert Hamiltonian, with a remainder of order $g^3$ between fixed number states, and has found its energy levels. It remains to prove the ground-state energy (11) and photon number (12), to find their next-order terms, and to examine the shift away from resonance and the anticrossing.
